Mean escape of a hopping proton from three surface sites

**Problem**

A proton on an oxide surface is bound to one oxygen atom at a time and moves by hopping to a neighbouring one. Consider a straight row of such sites, numbered 0, 1, 2, 3, 4. Sites 1, 2 and 3 are the interior. Each hop goes one site to the left or one site to the right with probability 1/2, whatever the earlier hops were. The proton starts on site 2 and has escaped when it first reaches site 0 or site 4. The escaping hop is counted, and a later return from outside is not considered.

(a) Show that the proton escapes after four hops on average. Find also the probability that it escapes at a given hop.

(b) Each interior site is left at rate k to the left and at rate k to the right. Find the mean escape time.

(c) Evaluate this time for T_s = 473 K, a hopping barrier E = 0.80 eV and an attempt frequency ν = 10¹³ s⁻¹, with k = ν exp(−E/k_BT_s). The site spacing is 0.28 nm. Compare the time with a purge of 5 s, and judge how far the result can be trusted on a real surface.

**Hints**

1. Where can the proton be after one hop? After two? Group the hops in pairs.

2. Let m₁, m₂ and m₃ be the mean numbers of hops still to come from sites 1, 2 and 3. What does one hop do to each of them? Before solving the equations, make sure that the means are finite.

3. For an independent check, follow the square of the displacement from the centre. By how much does its average change in one hop?

4. For the time, ask whether the length of a stay on a site tells anything about the direction of the hop that ends it.

**Solution**

**The distribution of the number of hops.** Let T be the number of hops up to and including the escaping one. The first hop takes the proton from site 2 to site 1 or site 3. From either of these, the second hop leads out with probability 1/2 and back to site 2 with probability 1/2. If the proton returns, it stands where it began, and since the hops are independent, the next pair has the same probabilities as the first.

The proton can therefore escape at even hops only. To survive j pairs it must return j times, so

P(T > 2j) = (1/2)ʲ.

To escape at the end of pair j, it must return j − 1 times and then leave:

P(T = 2j) = (1/2)ʲ⁻¹ · (1/2) = (1/2)ʲ, j = 1, 2, 3, …

These probabilities are 1/2, 1/4, 1/8 and so on, for escape at hops 2, 4, 6 and so on. The survival probability tends to zero, so escape is certain in the sense of probability one.

**The mean from the distribution.** Let J = T/2 be the number of pairs. A count J is a sum of ones, one for each pair that takes place. Pair i + 1 takes place if J > i, so the mean of J is the sum of the probabilities of these events:

⟨J⟩ = Σ P(J > i) = 1 + 1/2 + 1/4 + … = 2, with i = 0, 1, 2, …

Each pair has two hops, and therefore

⟨T⟩ = 2⟨J⟩ = 4.

This is the result asked for in (a).

**The same mean from one-step equations.** This second method carries over to rows in which pairing is less convenient. From site 1, one hop is made. With probability 1/2 it is the last one, and with probability 1/2 the proton is then on site 2 with m₂ hops still to come on average. Site 3 is its mirror image. From site 2, the hop leads to site 1 or site 3:

m₁ = 1 + (1/2)·0 + (1/2)m₂
m₂ = 1 + (1/2)m₁ + (1/2)m₃
m₃ = 1 + (1/2)m₂ + (1/2)·0

Insert the first and third equations into the second:

m₂ = 1 + (1/2)(1 + m₂/2) + (1/2)(1 + m₂/2) = 2 + m₂/2.

Subtracting m₂/2 from both sides gives m₂/2 = 2, so m₂ = 4 and m₁ = m₃ = 3. The subtraction requires a finite m₂, because an infinite value would also satisfy the equation. The distribution found above supplies this condition.

**How widely the number scatters.** The mean does not describe a typical single escape. Half of the protons leave at hop 2, a quarter at hop 4, and the remaining quarter need more than four hops. About 3% need more than ten. The long tail balances the many short escapes.

For the variance, let s = ⟨J²⟩, which is finite because the probabilities fall geometrically. With probability 1/2 the first pair ends the walk and J = 1. Otherwise J = 1 + J′, where J′ has the same distribution as J. Hence

s = (1/2)·1 + (1/2)(1 + 2⟨J⟩ + s) = 1/2 + (1/2)(5 + s) = 3 + s/2,

so s = 6. The variance of J is 6 − 2² = 2. Since T = 2J, the variance of T is 4·2 = 8, and the standard deviation is √8 ≈ 2.8 hops, not much smaller than the mean.

**A check through the displacement.** Let x be the displacement from site 2 in units of the site spacing. As long as the proton is walking, one hop changes x² on average to

(1/2)[(x + 1)² + (x − 1)²] = x² + 1,

because the terms +2x and −2x cancel. After escape, x is held fixed. Hop n + 1 therefore raises the mean of x² by the probability P(T > n) that this hop takes place. It raises the mean number of hops made by the same amount. Both quantities start from zero, so they agree after any number n of allowed hops:

⟨x²⟩ₙ = ⟨min(T, n)⟩.

Now let n grow. The probability of still walking tends to zero, and a walking proton has x² ≤ 1, so it contributes nothing in the limit. All others have x = +2 or x = −2, and the left side tends to 4. The right side tends to ⟨T⟩. Thus ⟨T⟩ = 2² = 4.

The equality can be seen before the limit is reached. After at most ten hops, a fraction 1/32 of the protons is still walking, and these are on site 2 with x = 0. The mean square is then 4(1 − 1/32) = 3.875. Counting over all 2¹⁰ sequences of ten hops gives 3.875 for the mean square and 3.875 for the mean number of hops made.

The argument extends to a longer row. Let the exits lie at x = ±L and let the start be at x₀. A run of 2L − 1 hops in one direction leads out from any interior site, and such a run has a fixed nonzero probability, so the survival probability again falls to zero at least geometrically. The mean square now starts from x₀² and ends at L². The difference is the mean number of hops:

⟨T⟩ = L² − x₀².

For L = 2 this gives 4 from the centre and 3 from an end site, in agreement with the one-step equations. For a central start, doubling the distance to the exits quadruples the mean number of hops, which is the scaling of diffusion.

**From hops to time.** On an interior site two events compete, each at rate k. The probability that neither has happened by time t is exp(−2kt). The probability that the stay ends between t and t + dt with a hop to the right is

exp(−2kt) · k dt = (1/2) · 2k exp(−2kt) dt.

The right side is the probability 1/2 of the direction times the probability of the duration. The two are independent, so a long stay does not favour either direction. The mean stay is

∫ t · 2k exp(−2kt) dt = 1/(2k), taken from t = 0 to ∞.

There is one stay before each hop. Stay n + 1 takes place if T > n, which depends on earlier directions and not on its own length. The mean total time τ is therefore

τ = (1/(2k)) Σ P(T > n) = ⟨T⟩/(2k) = 4/(2k) = 2/k.

The factor 2 in the mean stay matters here: k is the rate for one direction, while the total rate of leaving a site is 2k. A simulation of 200,000 protons with random directions and random stays gave 3.9996 ± 0.0063 hops and a time of (2.0005 ± 0.0039)/k, where the ranges are one standard error.

**Numbers for the surface.** At 473 K the thermal energy is k_BT_s = 0.04076 eV. The rate per direction is

k = 10¹³ s⁻¹ × exp(−0.80/0.04076) = 2.99 × 10⁴ s⁻¹.

A stay lasts 1/(2k) = 16.7 μs on average, and four stays give

τ = 4 × 16.7 μs ≈ 67 μs.

When it escapes, the proton is 0.56 nm from its starting point, two site spacings. The purge of 5 s is about 7.5 × 10⁴ times as long as the mean escape time. Within the model, the proton has ample time to leave the three sites during a purge.

The time depends exponentially on the barrier. An error of 0.1 eV in E changes τ by the factor exp(0.1/0.04076) ≈ 12. If the barrier is known to ±0.1 eV, the time lies between about 6 μs and 780 μs, a factor of 12 either way. The mean time reaches the purge time when the barrier is higher by k_BT_s ln(7.5 × 10⁴) ≈ 0.46 eV, that is at about 1.26 eV, so the conclusion about the purge holds only for barriers well below this value. The mean of four hops does not change, because a common change of all rates leaves the directions equally probable.

**Comparison with a real surface.** The parameters are rough values for hydroxylated alumina during atomic layer deposition from trimethylaluminium and water. A temperature near 200 °C and a purge of seconds are ordinary for this process; the single barrier of 0.80 eV is a round assumption. Such a film is amorphous, so its oxygen sites are not equivalent, and a neighbouring site may already hold a proton. Hops may also lead sideways out of the row. The assumption of equal, free neighbours therefore fails on such a surface, and that of a single row may fail too. The two variations below show that one blocked exit, or outer barriers higher by 0.05 eV, roughly doubles the number of hops and lengthens the time by a factor of 2.5 to 2.8. These are results of the model, not observations, and they are single examples, not bounds. Outer barriers higher by 0.2 eV lengthen the time about a hundredfold, and a proton whose two exits stay blocked does not escape at all. On an amorphous surface the times can therefore spread over orders of magnitude from place to place.

**Other effects, for the same numbers.** An electric field along the row makes one direction more probable. Let p and q = 1 − p be the probabilities of the two directions. A pair of hops leads out if both go the same way, with probability p² + q², so the mean number of pairs is 1/(p² + q²) and

⟨T⟩ = 2/(p² + q²).

Since p² + q² = 1/2 + (p − q)²/2, a uniform bias lowers the mean below four. A local field of 1 MV/cm, which is 0.1 V/nm, gives a unit charge an energy drop of 0.028 eV per hop. With p/q = exp(0.028/0.04076), p is 0.665 and the mean is 3.6 hops. If the barrier top lies midway between sites, the two rates are k multiplied and divided by exp(0.014/0.04076), and the time becomes 57 μs.

A proton that has just hopped may still carry energy and hop straight back. Suppose that every hop after the first reverses the previous one with probability r. An outward hop from the centre is then followed by escape with probability 1 − r. If the proton returns, its next hop is again outward, to one end site or the other. The mean is 2/(1 − r), which is 4 for r = 1/2 and 5 for r = 0.6.

Tunnelling through the barrier top raises the rates. For a parabolic top with angular frequency ω, the transmission probability at energy ε relative to the top is 1/[1 + exp(−2πε/ħω)]. Its thermal average, divided by the classical one, is

κ = (1/k_BT_s) ∫ exp(−ε/k_BT_s) / [1 + exp(−2πε/ħω)] dε = πa/sin(πa), a = ħω/(2πk_BT_s).

The substitution y = 2πε/ħω turns the average into a ∫ exp(−ay)/(1 + exp(−y)) dy over all y, and this integral has the value π/sin(πa) for 0 < a < 1. An assumed wavenumber of 1000 cm⁻¹ gives ħω/(2πk_B) = 229 K, so a = 229 K/473 K = 0.484 and κ = 1.52. Numerical integration from 0.80 eV below the top gives the same factor. If all hops are enhanced equally, the mean remains four hops, and the time falls to 67 μs/1.52 ≈ 44 μs. This correction applies if the 0.80 eV barrier does not already include tunnelling. It depends strongly on the assumed wavenumber: 1500 cm⁻¹ gives κ = 3.0, and the parabolic formula diverges at a = 1, near 2070 cm⁻¹, where the finite height and shape of the barrier must be used. The value 1000 cm⁻¹ is low for a direct transfer. Between oxygens 0.28 nm apart the proton itself moves only about 0.09 nm, and a well of the form E(1 − x²/h²)² with h = 0.043 nm has a top wavenumber near 2200 cm⁻¹. Zero-point energy can matter more than tunnelling. An O–H stretch of 3000 cm⁻¹ holds 0.19 eV, and if 0.80 eV is a bare potential-energy barrier, the loss of this energy at the top could raise the rate by up to about a factor of 100.

Finally, the proton may leave the surface in a desorbing water molecule. With a barrier of 1.3 eV and the same attempt frequency, the loss rate is 0.14 s⁻¹. The probability of loss before escape is about 0.14 s⁻¹ × 67 μs ≈ 9 × 10⁻⁶, which is negligible. Over the whole purge the product is 0.14 × 5 ≈ 0.7, so with this assumed barrier desorption cannot be neglected on that longer scale.

**Variation 1: one exit is blocked**

Site 0 is occupied, so that a proton on site 1 can hop only to site 2. All allowed hops keep the rate k. What are the mean number of hops and the mean time from the centre?

The hop from site 1 is now certain to lead back, and the first equation changes:

m₁ = 1 + m₂
m₂ = 1 + (m₁ + m₃)/2
m₃ = 1 + m₂/2

A pair of hops from the centre leads out with probability (1/2)(1/2) = 1/4, first to site 3 and then to site 4. Survival of j pairs has probability (3/4)ʲ, so the means are finite. Substitution gives

m₂ = 1 + (1/2)(1 + m₂ + 1 + m₂/2) = 2 + (3/4)m₂,

and hence m₂ = 8. In this row of three interior sites, closing one of the two exits doubles the mean number of hops.

The time grows by more. Eight hops are four pairs, with four stays on site 2 on average. The first hop of a pair is equally likely to lead to either end site, so there are two stays on site 1 and two on site 3. A stay on sites 2 and 3 lasts 1/(2k), but one on site 1 lasts 1/k, because only one hop is open there:

τ = 4/(2k) + 2/k + 2/(2k) = 5/k ≈ 167 μs.

This is 2.5 times the time with both exits open. The extra factor of 1.25 comes from the longer stays beside the blocked site.

**Variation 2: the outer barriers are higher**

The hops from site 1 to site 0 and from site 3 to site 4 have the rate k_o, while all hops between interior sites keep the rate k. Find the mean number of hops and the mean time from the centre. Evaluate both for outer barriers higher by 0.05 eV, with the attempt frequency unchanged.

On an end site, the outward hop wins with probability

s = k_o/(k + k_o).

Each pair leads out with probability s, so the mean number of pairs is 1/s and

⟨T⟩ = 2/s = 2(1 + k/k_o).

A pair contains one stay on the centre, of mean length 1/(2k), and one on an end site, of mean length 1/(k + k_o). As before, the length of a stay is independent of the direction that ends it. Multiplying the time per pair by the mean number of pairs gives

τ = [(k + k_o)/k_o] · [1/(2k) + 1/(k + k_o)]
= (k + k_o)/(2k k_o) + 1/k_o
= 1/(2k_o) + 1/(2k) + 1/k_o
= 1/(2k) + 3/(2k_o).

For k_o = k these return 4 hops and 2/k. For k_o much larger than k, the proton leaves at its second hop and the time tends to 1/(2k), the single stay on the centre. For k_o tending to zero, both means grow without limit, since the proton is trapped.

With the extra 0.05 eV, k_o/k = exp(−0.05/0.04076) = 0.293. The mean number of hops is 2(1 + 1/0.293) ≈ 8.8, and the time is

τ = 16.7 μs + 3 × 16.7 μs/0.293 ≈ 188 μs.

The added energy is small beside the barrier of 0.80 eV, but it is larger than k_BT_s, and the choice between going out and going back depends on that ratio. In this symmetric row, with equal attempt frequencies, a mean close to four hops therefore requires inward and outward barriers that agree to well within the thermal energy. If the two exits differ, a higher barrier at one can be offset by a lower barrier at the other. The numerical output lists the values for the surface example and its variations.

Calculated quantities

```
HOP COUNT
mean hops from sites 1, 2, 3: [3. 4. 3.]
variance of hops from centre: 8.000000
standard deviation of hops: 2.828
mean stays on sites 1, 2, 3: [1. 2. 1.]
probability of escape at hop 2: 0.50000
probability of escape at hop 4: 0.25000
probability of escape at hop 6: 0.12500
probability of escape at hop 8: 0.06250
probability of escape at hop 10: 0.03125
probability of more than 4 hops: 0.25000
probability of more than 10 hops: 0.03125
mean x^2 after at most 10 hops: 3.8750 spacings^2
mean hops made, at most 10: 3.8750
simulated walkers: 200000
simulated mean hops: 3.9996 +/- 0.0063
simulated mean time: 2.0005 +/- 0.0039 (1/k)
SURFACE EXAMPLE, ROUGH INPUTS
temperature: 473 K
thermal energy: 0.04076 eV
site spacing: 0.28 nm
distance from start to escape: 0.56 nm
hopping barrier: 0.80 eV
attempt frequency: 1.0e+13 1/s
hop rate per direction k: 2.993e+04 1/s
mean stay on a site: 16.71 us
mean escape time: 66.8 us
purge time: 5.0 s
purge time / mean escape time: 7.48e+04
NEGLECTED EFFECTS
one exit blocked: 8.000 hops
one exit blocked: 167.1 us
extra outer barrier: 0.05 eV
outward rate / inner rate: 0.2933
higher outer barriers: 8.820 hops
higher outer barriers: 187.6 us
field along row: 1.0 MV/cm
energy drop per hop: 0.0280 eV
probability of hop along field: 0.6653
with field: 3.606 hops
with field: 56.9 us
reversal probability: 0.60
with reversal memory: 5.000 hops
barrier-top wavenumber: 1000 1/cm
tunnelling crossover temperature: 229.0 K
tunnelling rate factor: 1.5228
with tunnelling: 4.000 hops
with tunnelling: 43.9 us
desorption barrier: 1.30 eV
desorption rate: 0.141 1/s
probability of loss before escape: 9.41e-06
time factor for 0.1 eV barrier error: 11.63
```
